# Localization length at the band centre of the weakly disordered Anderson chain: a program that tests the result

```python
# Result under test: the Anderson chain
#   t (psi[n+1] + psi[n-1]) + eps[n] psi[n] = E psi[n],
# eps uniform on [-W/2, W/2], has at E = 0 and weak disorder the amplitude
# localization length xi = 1/gamma = 6 Gamma(1/4)^4 / pi^2 * t^2/W^2 (about 105),
# whereas a uniform phase distribution would give 96 t^2/W^2.
# gamma: mean growth of ln r per site, r^2 = psi[n]^2 + psi[n-1]^2.
# theta: phase, psi[n] = r cos(theta), psi[n-1] = r sin(theta).
# sigma^2 = W^2/12: disorder variance.  Energies in units of t, lengths in sites.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function, ellipk, ellipe


def solve_chain(width, energy=0.0, modes=40, grid=256):
    """Growth rate and stationary moments <exp(2ik theta)> at finite disorder."""
    theta = np.pi * np.arange(grid) / grid
    nodes, weights = np.polynomial.legendre.leggauss(32)
    weights = weights / 2
    shear = (width / 2 * nodes - energy)[:, None]
    new_vector = -(np.sin(theta) + shear * np.cos(theta)) + 1j * np.cos(theta)
    double_phase = new_vector**2 / np.abs(new_vector)**2
    orders = np.arange(-modes, modes + 1)
    transfer = np.empty((orders.size, orders.size), dtype=complex)
    for row, order in enumerate(orders):
        averaged = weights @ double_phase**int(order)
        transfer[row] = (np.fft.fft(averaged) / grid)[orders % grid]
    growth = weights @ np.log(np.abs(new_vector))
    growth_modes = (np.fft.fft(growth) / grid)[orders % grid]
    system = np.eye(orders.size) - transfer
    other = orders != 0
    moments = np.ones(orders.size, dtype=complex)
    moments[other] = np.linalg.solve(system[np.ix_(other, other)],
                                     -system[other, modes])
    return (growth_modes @ moments).real, moments[modes:]


def crossover_moment(x):
    """<exp(4i theta)> for E = x sigma^2 / t in the weak-disorder limit."""
    ratio = 0.0
    for k in range(60, 0, -1):
        ratio = -(k / 2 - 0.25) / (3 * k + 2j * x + (k / 2 + 0.25) * ratio)
    return ratio


# Local growth, drift and diffusion from symbolic derivatives of the exact step
angle, eps = sp.symbols("angle eps", real=True)
log_growth = sp.log(sp.cos(angle)**2
                    + (sp.sin(angle) + eps * sp.cos(angle))**2) / 2
new_angle = sp.atan(sp.tan(angle) + eps)
growth2 = sp.lambdify(angle, sp.diff(log_growth, eps, 2).subs(eps, 0) / 2)
shift1 = sp.lambdify(angle, sp.diff(new_angle, eps).subs(eps, 0))
shift2 = sp.lambdify(angle, sp.diff(new_angle, eps, 2).subs(eps, 0) / 2)
for a in (0.2, 0.7, 1.1, 2.3):
    b = a + np.pi / 2
    assert abs(growth2(a) - (1 + 2*np.cos(2*a) + np.cos(4*a)) / 8) < 1e-12
    assert abs((growth2(a) + growth2(b)) / 2 - (1 + np.cos(4*a)) / 8) < 1e-12
    assert abs((shift2(a) + shift2(b)) / 2 + np.sin(4*a) / 8) < 1e-12
    assert abs((shift1(a)**2 + shift1(b)**2) / 2
               - (3 + np.cos(4*a)) / 8) < 1e-12

# Stationary phase density: quadrature against the closed form
norm = quad(lambda p: 1 / np.sqrt(3 + np.cos(p)), 0, np.pi)[0]
mean_cos4 = quad(lambda p: np.cos(p) / np.sqrt(3 + np.cos(p)), 0, np.pi)[0] / norm
mean_cos8 = quad(lambda p: np.cos(2*p) / np.sqrt(3 + np.cos(p)), 0, np.pi)[0] / norm
gamma_over_variance = (gamma_function(0.75) / gamma_function(0.25))**2
prefactor = 6 * gamma_function(0.25)**4 / np.pi**2
uniform_average = quad(lambda a: growth2(a), 0.0, np.pi)[0] / np.pi
uniform_prefactor = 12 / uniform_average
K_half, E_half = ellipk(0.5), ellipe(0.5)
assert abs((1 + mean_cos4) / 8 - gamma_over_variance) < 1e-10
assert abs(12 / gamma_over_variance - prefactor) < 1e-9
assert abs(3 + mean_cos4 - 4 * E_half / K_half) < 1e-10
assert abs(2 * E_half * K_half - K_half**2 - np.pi / 2) < 1e-12
assert abs(K_half - gamma_function(0.25)**2 / (4 * np.sqrt(np.pi))) < 1e-12
assert abs(uniform_prefactor - 96) < 1e-8

# Finite-disorder solver: convergence and extrapolation to zero disorder
widths = (1.0, 0.5, 0.25, 0.125)
rates = [solve_chain(w)[0] for w in widths]
assert abs(solve_chain(1.0, modes=30)[0] / rates[0] - 1) < 1e-7
scaled = [g / w**2 for g, w in zip(rates, widths)]
extrapolated = 3 / (4 * scaled[3] - scaled[2])
assert abs(extrapolated / prefactor - 1) < 1e-4

# Phase moments and crossover in energy at very weak disorder
weak = 0.0625
weak_variance = weak**2 / 12
weak_moments = solve_chain(weak)[1]
assert abs(weak_moments[1]) < 1e-3
assert abs(weak_moments[2] - mean_cos4) < 1e-3
assert abs(weak_moments[4] - mean_cos8) < 1e-3
assert abs(crossover_moment(0.0) - mean_cos4) < 1e-10
crossover_rows = []
for x in (0.0, 0.5, 1.5, 5.0):
    rate = solve_chain(weak, x * weak_variance)[0]
    predicted = (1 + crossover_moment(x).real) / 8
    assert abs(8 * rate / weak_variance - 8 * predicted) < 1e-3
    crossover_rows.append((x, 12 / predicted, weak**2 / rate))
x_half = brentq(lambda x: crossover_moment(x).real - mean_cos4 / 2, 0.1, 10)

# Off-centre formula: uniform phases are right away from the centre
off_rate = solve_chain(0.125, 0.5)[0]
assert abs(off_rate * 96 * (1 - 0.5**2 / 4) / 0.125**2 - 1) < 3e-3

# Direct simulation of the wave-function recursion at W = t, E = 0
rng = np.random.default_rng(7)
chains, burn_in, steps = 40000, 200, 6000
current, previous = np.ones(chains), np.zeros(chains)
cos4_sum, samples = np.zeros(chains), 0
for n in range(burn_in + steps):
    if n == burn_in:
        start_log = 0.5 * np.log(current**2 + previous**2)
    site_energy = rng.random(chains) - 0.5
    current, previous = -site_energy * current - previous, current
    if n >= burn_in and n % 20 == 0:
        r2 = current**2 + previous**2
        cos4_sum += 1 - 8 * (current * previous / r2)**2
        samples += 1
chain_rates = (0.5 * np.log(current**2 + previous**2) - start_log) / steps
mc_rate = chain_rates.mean()
mc_error = chain_rates.std(ddof=1) / np.sqrt(chains)
mc_cos4 = (cos4_sum / samples).mean()
mc_cos4_error = (cos4_sum / samples).std(ddof=1) / np.sqrt(chains)
full_cos4 = solve_chain(1.0)[1][2].real
assert abs(mc_rate - rates[0]) < 4.5 * mc_error
assert abs(mc_cos4 - full_cos4) < 4.5 * mc_cos4_error
assert abs(mc_rate - 1 / uniform_prefactor) > 10 * mc_error

# Worked example
W = 0.5
variance = W**2 / 12
xi_uniform = uniform_prefactor / W**2
xi_centre = prefactor / W**2
xi_full = 1 / rates[1]
assert abs(xi_full / xi_centre - 1) < 0.02
E_off = 0.2
xi_off_formula = 96 * (1 - E_off**2 / 4) / W**2
xi_off_full = 1 / solve_chain(W, E_off)[0]
assert abs(xi_off_full / xi_off_formula - 1) < 0.01

print(f"Gamma(1/4) = {gamma_function(0.25):.6f}")
print(f"Gamma(3/4) = {gamma_function(0.75):.6f}")
print(f"K(m=1/2) = {K_half:.6f}, E(m=1/2) = {E_half:.6f}")
print(f"mean cos(4 theta), weak-disorder limit = {mean_cos4:.6f}")
print(f"gamma t^2/sigma^2, band centre = {gamma_over_variance:.6f}")
print(f"gamma t^2/sigma^2, uniform phase = {uniform_average:.6f}")
print(f"xi W^2/t^2, band centre, closed form = {prefactor:.4f} sites")
print(f"xi W^2/t^2, uniform phase = {uniform_prefactor:.4f} sites")
print(f"ratio of the two lengths = {prefactor / uniform_prefactor:.5f}")
print("Finite-disorder solver at E = 0:")
for w, g in zip(widths, rates):
    print(f"  W = {w:.3f} t: xi = {1/g:.3f} sites, xi W^2/t^2 = {w*w/g:.4f} sites")
print(f"  extrapolated to W = 0: xi W^2/t^2 = {extrapolated:.4f} sites")
print(f"Crossover, x = E t/sigma^2 (solver at W = {weak} t):")
for x, predicted, full in crossover_rows:
    print(f"  x = {x:.1f}: xi W^2/t^2 = {predicted:.3f} (theory), {full:.3f} (solver)")
print(f"x where half the anomaly in gamma is gone = {x_half:.4f}")
print(f"Simulation, W = 1 t: {chains} chains, {steps} steps each")
print(f"  gamma = {mc_rate:.6f} +- {mc_error:.6f} per site")
print(f"  gamma from solver = {rates[0]:.6f} per site")
print(f"  gamma from uniform phase = {1/uniform_prefactor:.6f} per site")
print(f"  xi = {1/mc_rate:.2f} +- {mc_error/mc_rate**2:.2f} sites")
print(f"  mean cos(4 theta) = {mc_cos4:.5f} +- {mc_cos4_error:.5f}")
print(f"  mean cos(4 theta) from solver = {full_cos4:.5f}")
print(f"Example: W = {W} t, sigma^2 = {variance:.6f} t^2")
print(f"  xi, uniform phase = {xi_uniform:.2f} sites")
print(f"  xi, band-centre formula = {xi_centre:.2f} sites")
print(f"  xi, finite-disorder solver = {xi_full:.2f} sites")
print(f"  solver relative to formula = {100*(xi_full/xi_centre-1):.3f} percent")
print(f"  energy where half the anomaly is gone = {x_half*variance:.5f} t")
print(f"  E = {E_off} t: x = {E_off/variance:.2f}")
print(f"  E = {E_off} t: xi, off-centre formula = {xi_off_formula:.2f} sites")
print(f"  E = {E_off} t: xi, solver = {xi_off_full:.2f} sites")
print("all tests passed")
```

Running it gives:

```
Gamma(1/4) = 3.625610
Gamma(3/4) = 1.225417
K(m=1/2) = 1.854075, E(m=1/2) = 1.350644
mean cos(4 theta), weak-disorder limit = -0.086107
gamma t^2/sigma^2, band centre = 0.114237
gamma t^2/sigma^2, uniform phase = 0.125000
xi W^2/t^2, band centre, closed form = 105.0451 sites
xi W^2/t^2, uniform phase = 96.0000 sites
ratio of the two lengths = 1.09422
Finite-disorder solver at E = 0:
  W = 1.000 t: xi = 104.165 sites, xi W^2/t^2 = 104.1647 sites
  W = 0.500 t: xi = 419.269 sites, xi W^2/t^2 = 104.8172 sites
  W = 0.250 t: xi = 1679.804 sites, xi W^2/t^2 = 104.9878 sites
  W = 0.125 t: xi = 6721.968 sites, xi W^2/t^2 = 105.0307 sites
  extrapolated to W = 0: xi W^2/t^2 = 105.0451 sites
Crossover, x = E t/sigma^2 (solver at W = 0.0625 t):
  x = 0.0: xi W^2/t^2 = 105.045 (theory), 105.042 (solver)
  x = 0.5: xi W^2/t^2 = 103.969 (theory), 103.966 (solver)
  x = 1.5: xi W^2/t^2 = 100.114 (theory), 100.111 (solver)
  x = 5.0: xi W^2/t^2 = 96.656 (theory), 96.651 (solver)
x where half the anomaly in gamma is gone = 1.4324
Simulation, W = 1 t: 40000 chains, 6000 steps each
  gamma = 0.009598 +- 0.000006 per site
  gamma from solver = 0.009600 per site
  gamma from uniform phase = 0.010417 per site
  xi = 104.18 +- 0.07 sites
  mean cos(4 theta) = -0.08470 +- 0.00021
  mean cos(4 theta) from solver = -0.08475
Example: W = 0.5 t, sigma^2 = 0.020833 t^2
  xi, uniform phase = 384.00 sites
  xi, band-centre formula = 420.18 sites
  xi, finite-disorder solver = 419.27 sites
  solver relative to formula = -0.217 percent
  energy where half the anomaly is gone = 0.02984 t
  E = 0.2 t: x = 9.60
  E = 0.2 t: xi, off-centre formula = 380.16 sites
  E = 0.2 t: xi, solver = 379.74 sites
all tests passed
```
